# Why copper precipitates in n-type silicon but outdiffuses from p-type

**Question.** Two silicon wafers receive the same moderate dose of copper at high temperature and are quenched to room temperature. In the n-type wafer the copper precipitates readily in the bulk. In the p-type wafer much of it stays dissolved and drifts out to the surfaces. Copper is supersaturated in both. Why does the doping type decide where it goes?

**Answer.** Dissolved copper sits mostly on interstitial sites as a mobile positive ion, \(\mathrm{Cu}_i^+\). A copper-silicide precipitate also carries charge, and its charge depends on the Fermi level. In p-type silicon the precipitate gives up electrons, becomes strongly positive and repels the arriving ions. In n-type silicon it is nearly neutral or negative, and the ions can reach it. What follows turns this into a barrier, then a capture rate, then a division of the copper between bulk and surface.

## The charge of a precipitate

Treat the precipitate as a metallic sphere of radius \(R\) in silicon of permittivity \(\varepsilon\). Let \(E_N\) be its neutrality level: the sphere is uncharged when the Fermi level \(E_F\) equals \(E_N\). I take \(E_C-E_N=0.20\) eV, a rough value, where \(E_C\) is the conduction-band edge far from the sphere.

If the sphere has charge \(+Ze\), its surface potential is \(\phi_R=Ze/(4\pi\varepsilon R)\). This lowers all its electron levels by \(e\phi_R\). Electrons are exchanged with the crystal until the highest filled level coincides with \(E_F\):

\[
E_N-e\phi_R=E_F\quad\Rightarrow\quad e\phi_R=E_N-E_F .
\]

With the charging energy \(E_c=e^2/(4\pi\varepsilon R)\), for which \(e\phi_R=ZE_c\),

\[
Z=\frac{E_N-E_F}{E_c}.
\]

The quantity \(e\phi_R=E_N-E_F\) is also the energy needed to bring a \(\mathrm{Cu}_i^+\) ion from far away to the surface. In this metallic limit the barrier does not depend on \(R\); a larger sphere simply needs more charge to reach it.

The electron density far away is \(n=N_C e^{-(E_C-E_F)/kT}\). Define \(n_N=N_C e^{-(E_C-E_N)/kT}\), the density at which precipitates are neutral. Dividing the two gives

\[
u\equiv\frac{E_N-E_F}{kT}=\ln\frac{n_N}{n}.
\]

At 300 K, \(n_N=1.25\times10^{16}\) cm\(^{-3}\). Thus n-type silicon doped below about \(10^{16}\) cm\(^{-3}\) still has slightly positive precipitates, but their barrier is only a few \(kT\) at ordinary dopings. In p-type silicon \(n=n_i^2/p\) is tiny and \(u\) is large.

## From barrier to capture rate

Let \(c(r)\) be the density of mobile copper ions around one precipitate and \(w(r)=e\phi(r)/kT\). Diffusion and drift, related by the Einstein relation, give the total inward current of ions

\[
I=4\pi r^2D\left(\frac{dc}{dr}+c\frac{dw}{dr}\right)
=4\pi r^2D\,e^{-w}\frac{d}{dr}\left(c\,e^{w}\right).
\]

In a steady state \(I\) is the same through every shell. Assume that an ion reaching the surface is absorbed, so \(c(R)=0\), while \(c\to c_0\) and \(w\to0\) far away. Dividing by \(4\pi r^2De^{-w}\) and integrating from \(R\) to infinity,

\[
c_0=\frac{I}{4\pi D}\int_R^\infty\frac{e^{w(r)}}{r^2}\,dr .
\]

Hence \(I=4\pi DR_{\rm eff}c_0\), where \(R_{\rm eff}\) is the inverse of the integral. Close to a precipitate much smaller than the screening length, \(w=uR/r\). With \(y=R/r\), \(dr/r^2=-dy/R\), and

\[
\frac1{R_{\rm eff}}=\frac1R\int_0^1e^{uy}\,dy=\frac{e^u-1}{uR},
\qquad
R_{\rm eff}=R\,\frac{u}{e^u-1}.
\]

For \(u\to0\) this is the neutral value \(R\). For strong repulsion it is \(Rue^{-u}\), exponentially small. For strong attraction it is \(R|u|\), a modest gain. The two signs of charge therefore have very unequal effects: repulsion can shut capture off, while attraction multiplies it by a small number.

## Precipitate or surface?

Suppose that both wafers contain the same density \(N_p\) of existing seeds, with \(R\) held fixed. Together they remove copper at the rate \(4\pi DR_{\rm eff}N_pc=D\kappa^2c\) per volume, where \(\kappa^2=4\pi N_pR_{\rm eff}\). In a wafer occupying \(-h<x<h\),

\[
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}-D\kappa^2c .
\]

Start from uniform \(c_0\) and let the surfaces absorb copper, \(c(\pm h)=0\). The final division needs only the time integral \(C(x)=D\int_0^\infty c\,dt\). Since all copper eventually leaves the solution, integrating the equation over time gives

\[
-c_0=C''-\kappa^2C,\qquad
C=\frac{c_0}{\kappa^2}\left(1-\frac{\cosh\kappa x}{\cosh\kappa h}\right).
\]

The amount leaving through one surface is \(-C'(h)=c_0\tanh(\kappa h)/\kappa\). Half the wafer initially held \(c_0h\), so the fraction reaching the surfaces is

\[
F=\frac{\tanh\kappa h}{\kappa h}.
\]

The diffusivity has cancelled: faster diffusion speeds both routes equally. For \(\kappa h\ll1\), the trapped fraction is \(1-F\simeq(\kappa h)^2/3\), and nearly all copper leaves. For \(\kappa h\gg1\), \(F\simeq1/(\kappa h)\), and most copper precipitates.

## Two wafers in numbers

Take wafers 0.70 mm thick at 300 K, doped to \(10^{16}\) cm\(^{-3}\), with \(10^{14}\) cm\(^{-3}\) dissolved copper and \(10^{10}\) cm\(^{-3}\) seeds of radius 2 nm.

In the p-type wafer copper donors compensate 1% of the acceptors, so \(p=9.9\times10^{15}\) cm\(^{-3}\). This places \(E_F\) 0.916 eV below \(E_C\). The barrier is \(0.916-0.200=0.716\) eV, and

\[
u=\frac{0.7164}{0.02585}=27.7,\qquad
\frac{R_{\rm eff}}R\simeq27.7\,e^{-27.7}\simeq2.6\times10^{-11}.
\]

With \(E_c=0.0615\) eV the precipitate carries about 12 positive charges.

In the n-type wafer \(E_C-E_F=0.2055\) eV. The barrier is 0.0055 eV, \(u=0.21\), and \(R_{\rm eff}/R=0.90\). Therefore

\[
\kappa h=0.035\sqrt{4\pi(10^{10})(2\times10^{-7})(0.90)}\simeq5.3,
\]

with lengths in cm. This gives \(F\simeq0.19\): 81% precipitates. For p-type, \(\kappa h=2.8\times10^{-5}\), and the trapped fraction is \(2.6\times10^{-10}\) in this model.

| Doping (cm\(^{-3}\)) | Barrier (eV) | \(Z\) | Trapped |
|---|---:|---:|---:|
| p, \(10^{15}\) | 0.654 | 10.6 | \(3\times10^{-9}\) |
| p, \(10^{17}\) | 0.776 | 12.6 | \(3\times10^{-11}\) |
| n, \(10^{15}\) | 0.063 | 1.0 | 0.63 |
| n, \(10^{17}\) | −0.054 | −0.9 | 0.88 |

Neutral seeds would trap 82%. The contrast at \(10^{16}\) cm\(^{-3}\) thus comes from repulsion in p-type, not from attraction in n-type.

## Why solubility is not the whole answer

P-type doping also raises the equilibrium solubility. Precipitation consumes an ion and an electron, so mass action fixes \([\mathrm{Cu}_i^+]\,n\). The solubility varies as \(1/n\), or as \(p/n_i\) relative to intrinsic silicon. A rough extrapolation to 300 K gives 0.03 cm\(^{-3}\) for intrinsic silicon and \(3\times10^4\) cm\(^{-3}\) for the p-type wafer.

This is still far below the copper present. Even after allowing for pairing with acceptors, treated below, the driving energy for precipitation is 0.48 eV per atom. The surface energy of a 2 nm particle costs roughly 0.10 eV per atom. The silicide also takes up more room than the silicon it replaces, and the cost of strain and displaced silicon atoms is not included here. If that cost is smaller than the remaining difference, growth is favourable and the electrostatic barrier is what makes it slow.

## What "moderately contaminated" means

Copper is itself a donor. Charge neutrality in p-type silicon reads

\[
p-n=N_A-[\mathrm{Cu}_i^+].
\]

A copper-acceptor pair is neutral and removes one charge of each sign, so the equation also holds if \(N_A\) and \([\mathrm{Cu}_i^+]\) include the paired species. Once copper exceeds \(N_A\), the wafer turns n-type and \(E_F\) rises steeply. Precipitates become neutral when \(n=n_N\), which, with holes negligible, requires

\[
[\mathrm{Cu}_i^+]=N_A+n_N\simeq2.25\times10^{16}\ \mathrm{cm^{-3}}
\]

for \(N_A=10^{16}\) cm\(^{-3}\). Capture starts earlier. With the initial Fermi level held fixed, the formula gives \(F=1/2\) at \(1.04\times10^{16}\) cm\(^{-3}\), just above \(N_A\).

That number marks the onset of rapid capture, not the precipitation of half the copper. As copper leaves solution, \(E_F\) falls and the barrier returns. Near this onset at most about the excess over \(N_A\), some 4% of the copper, can precipitate quickly, and outdiffusion removes part of that excess first. Bulk precipitation of a large share needs copper well above \(N_A\). "Moderate" therefore means below the acceptor density.

## How long outdiffusion takes

Negative acceptors bind \(\mathrm{Cu}_i^+\) in immobile pairs. If pairing is fast, the paired density is \(KN_A\) times the free density \(f\), and

\[
(1+KN_A)\frac{\partial f}{\partial t}=D\frac{\partial^2f}{\partial x^2}-D\kappa^2f .
\]

Pairing stretches time but leaves \(F\) unchanged. A Coulomb estimate with a contact distance of 0.25 nm gives \(1+KN_A\simeq26\). This estimate is very sensitive to the contact distance, giving about 190 at 0.22 nm and 10 at 0.27 nm, and the published fit to diffusion in boron-doped silicon gives about 15. The p-type times below scale with this factor and are only rough.

The surface may also repel copper. If its repulsive layer is thin compared with \(h\), the planar version of the capture integral gives a resistance length \(L_s=\int e^{w}dx\) across it, with boundary condition \(-C'(h)=C(h)/L_s\). Put \(C=(c_0/\kappa^2)(1-A\cosh\kappa x)\). The condition gives \(A\kappa L_s\sinh\kappa h=1-A\cosh\kappa h\), hence

\[
A=\frac1{\cosh\kappa h+\kappa L_s\sinh\kappa h},\qquad
F=\frac{A\sinh\kappa h}{\kappa h}
=\frac1{\kappa h(\coth\kappa h+\kappa L_s)} .
\]

Without bulk sinks, \(C''=-c_0\), so \(C=c_0[(h^2-x^2)/2+hL_s]\). Averaging over \(x\) gives the mean time to leave:

\[
\bar t=(1+KN_A)\frac{h^2/3+hL_s}{D}.
\]

With the rough value \(D=2.8\times10^{-7}\) cm\(^2\)/s, an open surface gives 10 h. A surface band bending of 0.30 eV gives \(L_s\simeq1\) mm and about 97 h. Since \(L_s\) grows roughly tenfold for each further 0.06 eV, a strongly repelling surface could hold copper in the wafer for a long time. In the n-type example, bulk capture takes only about 160 s.

## How robust is the barrier?

The p-type suppression is so large that its exact value should not be trusted. Several corrections matter:

- **Screening.** The Debye length is 41 nm. Solving the nonlinear Poisson-Boltzmann equation raises \(R_{\rm eff}\) by 3%.
- **Finite density of states.** If the sphere has \(g\) states per eV, removing \(Z\) electrons lowers its highest filled level by \(Z/g\), so \(Z(E_c+1/g)=E_N-E_F\). For 10 states/(eV nm\(^3\)) the barrier falls by 0.03 eV.
- **Fluctuations and image force.** Averaging the capture rate over thermal fluctuations of the charge raises it threefold, because states of lower charge capture much faster. Including the ion's attraction to its image in the metal, with capture at 0.2 nm from the surface, raises it about 400-fold in total; capture distances of 0.1, 0.3 and 0.5 nm give about 380, 500 and 1300. The continuum image force is crude at atomic distances. Even so, with the repelling surface above, the trapped fraction is about \(10^{-6}\). The same corrections shift the n-type values, where \(Z\) is of order one: at \(10^{15}\) cm\(^{-3}\) the trapped fraction goes from 0.63 to 0.70 with fluctuations and to 0.77 with the image force as well, and at \(10^{16}\) cm\(^{-3}\) from 0.81 to 0.83 and 0.85.
- **Electronic exchange.** Each captured ion adds a positive charge, which the precipitate can lose by emitting a hole or by capturing an electron. The estimated hole exchange alone, \(5\times10^{-3}\) s\(^{-1}\), far exceeds the enhanced copper capture, \(3\times10^{-8}\) s\(^{-1}\), so the charge can stay near equilibrium.
- **Local field.** It reaches 3.6 MV/cm, but the total drop of 0.72 V is below the 1.12 V corresponding to the gap. A carrier crossing it cannot gain enough energy to create a pair across the full gap.

Temperature is a more serious limit. Heating moves \(E_F\) towards midgap and narrows the gap. If \(E_N\) stays 0.20 eV below \(E_C\), the p-type barrier is 0.49 eV at 500 K and 0.31 eV at 700 K. Without pairing, charge fluctuations or the image force, the capture time drops from \(6\times10^4\) s to 83 s. At 700 K with open surfaces this gives \(\kappa h\simeq0.99\), and seeds that never released copper would trap about 23%. Fluctuations and the image force shorten the 700 K capture time about threefold and raise that fraction to about 46%. In fact, the rough solubility law puts a 2 nm seed at 700 K in equilibrium with about half the copper present, so during a long hold the seeds would dissolve as the surfaces drained the wafer. On cooling they become stable while the barrier is still modest, and capture is then possible. A cooling step much shorter than a minute through this range, followed by storage near room temperature, keeps that capture small.

## Beside a real wafer

The thickness, doping and copper content are plausible for a contaminated, quenched wafer. The seed density and radius are assumptions, and real values can differ by orders of magnitude. Reducing \(N_p\) to \(10^8\) cm\(^{-3}\) gives \(\kappa h\simeq0.53\) in n-type, and existing seeds trap only 8% if their radius stays at 2 nm. Each seed then receives much more copper, however, and letting its radius grow with the copper it captures raises the trapped fraction to about 23%. With open surfaces, most of the copper would still escape unless new nuclei formed, which this calculation does not describe. At the original seed density growth matters less: if all the copper joined the seeds, their radius would reach 3.6 nm, and the trapped fraction evaluated at that radius is 86% instead of 81%. Real surfaces differ too. In the p-type example, a surface band bending up to about 0.5 eV mainly changes the outdiffusion time; the trapped share stays below 0.2% even with the enhanced capture rate, although leaving then takes many years. A surface that repels as strongly as the precipitates, for instance one covered by the same silicide with 0.72 eV of bending, loses its advantage: the eventual bulk share rises to about 1% with the plain capture rate and to roughly 70 to 85% with the enhanced one, over some \(10^4\) years, so in practice the copper stays dissolved. Outdiffusion from p-type silicon therefore needs a surface that repels the ions much less than the precipitates do. In n-type, a surface that hinders the exit of copper also raises the fraction trapped in the bulk, as the formula for \(F\) with \(L_s\) shows. Within these conditions the cause is the same: the Fermi level sets the precipitate charge, and that charge decides whether copper ions can reach the bulk sinks before they find the surface. The numerical output below gives the remaining intermediate values.

## Computed values

```
T = 300 K, kT = 0.02585 eV, gap = 1.1245 eV
N_C = 2.86e+19, N_V = 3.10e+19, n_i = 1.07e+10 cm^-3
E_C-E_N = 0.20 eV; relative permittivity 11.7
doping 1.0e+16, Cu 1.0e+14, seeds 1.0e+10 cm^-3
R = 2.0 nm; wafer thickness 0.70 mm
charging energy = 0.0615 eV; Coulomb length = 4.761 nm
type doping/cm^-3 E_C-E_F/eV E_N-E_F/eV Z factor trapped
p 1e+15 0.8544 0.6544 10.63 2.566e-10 2.633e-09
p 1e+16 0.9164 0.7164 11.64 2.554e-11 2.621e-10
p 1e+17 0.9762 0.7762 12.61 2.742e-12 2.814e-11
n 1e+15 0.2628 0.0628 1.02 2.347e-01 6.314e-01
n 1e+16 0.2055 0.0055 0.09 8.976e-01 8.098e-01
n 1e+17 0.1462 -0.0538 -0.87 2.378e+00 8.831e-01
main example u: p 27.71, n 0.212
R_eff: p 5.107e-11 nm, n 1.795 nm
kappa*h: p 2.804e-05, n 5.257
surface fraction in n-type = 0.190
trapped fraction if seeds were neutral = 0.820
D at 300 K = 2.840e-07 cm^2/s (rough input law)
n-type bulk capture time = 156.1 s
p-type bulk capture time = 4.50e+06 years
pairing slowdown in p-type = 25.9 (contact 0.25 nm)
p-type mean outdiffusion time, open surface = 10.3 h
surface bending 0.30 eV: L_s = 0.977 mm
p-type mean outdiffusion time, bent surface = 96.9 h
Cu for half trapped in 1e16 p-type = 1.043e+16 cm^-3
Cu for neutral precipitates there = 2.249e+16 cm^-3
n at E_F=E_N = 1.249e+16 cm^-3
Boltzmann error at E_F=E_N = 0.015 %
p precipitate charge with finite DOS = 11.10 e
finite DOS lowers p barrier by 0.033 eV
Debye length p = 41.1 nm; screened/Coulomb R_eff = 1.033
charge fluctuations raise p capture by factor 3.01
with image force too: factor 3.94e+02, capture 1.01e-08
generous p trapped fraction, bent surface = 9.69e-07
field at p precipitate = 3.58 MV/cm
hole exchange 4.99e-03 /s; generous Cu capture 2.78e-08 /s
solubility 300 K: intrinsic 3.16e-02, p 2.93e+04 cm^-3
p driving energy 0.483 eV; capillary cost 0.097 eV per Cu
Cu already in seeds = 2.16e+13 cm^-3
radius if all Cu joins seeds = 3.56 nm
n trapped fraction at that radius = 0.857
p at 500 K: barrier 0.486 eV, factor 1.42e-04, capture time 6.09e+04 s
p at 700 K: barrier 0.307 eV, factor 3.17e-02, capture time 8.27e+01 s
```
